# Does constant passive-film thickness mean zero ionic current?

## Question

I hold a passive metal at a fixed anodic potential in acid. After a few minutes the thickness of the oxide film stops changing. I reason as follows: ionic current through the film makes oxide, new oxide makes the film thicker, and the film is not getting thicker, so the ionic current must be zero. Any current left in the external circuit would then have to be electronic leakage.

Yet a current of several microamperes per square centimetre persists, and metal ions keep appearing in the solution. Is the leakage explanation right? If ions are still crossing the film, what sets their current, and why should the thickness settle at one particular value?

## Answer

The step that fails is "new oxide makes the film thicker". It does so only if oxide forms faster than it is lost. The thickness follows the difference between formation and loss, whereas the ionic current measures how fast metal is oxidized.

### Counting the metal

Take a compact film of thickness $L$ on a flat metal. Each metal ion has charge number $z$, and the oxide occupies a volume $V_m$ per mole of metal. The film then holds $L/V_m$ moles of metal ions per unit area.

Let $i$ be the ionic current density, positive when it oxidizes the metal. Each mole of metal oxidized releases the charge $zF$, so metal is oxidized at the molar rate $i/(zF)$ per unit area. Every ion produced either stays in the film or enters the solution, at a total rate $J_{\rm sol}$:

$$
\frac{i}{zF}=\frac{1}{V_m}\frac{dL}{dt}+J_{\rm sol}.
$$

Multiplying by $zF$ gives

$$
i=zF\left(\frac{1}{V_m}\frac{dL}{dt}+J_{\rm sol}\right).
$$

At constant thickness the first term vanishes and $i=zFJ_{\rm sol}$. The ionic current is zero at constant thickness only if no metal enters the solution. This assumes that the metal has the same valence in the oxide and in the solution. It does not matter which ion moves through the film.

The chemistry shows why charge can flow without oxide accumulating. Suppose oxygen ions carry the current. At the inner interface,

$$
\mathrm{M}+\tfrac z2\,\mathrm{O^{2-}(film)}\rightarrow \mathrm{MO}_{z/2}+z\,e^- .
$$

At the outer surface, water replaces the oxygen ions,

$$
\tfrac z2\,\mathrm{H_2O}\rightarrow \tfrac z2\,\mathrm{O^{2-}(film)}+z\,\mathrm{H^+},
$$

and acid dissolves oxide,

$$
\mathrm{MO}_{z/2}+z\,\mathrm{H^+}\rightarrow \mathrm{M}^{z+}+\tfrac z2\,\mathrm{H_2O}.
$$

In the sum, the oxide, oxygen ions, protons and water cancel, leaving $\mathrm M\rightarrow\mathrm M^{z+}+z\,e^-$. The oxide is an intermediate, made on one side and removed on the other. The dissolution reaction itself transfers no net charge; the electrons counted in the circuit were released when the metal was oxidized.

### Why the thickness settles

The balance fixes the steady current but not the thickness. For that we need to know how the current depends on $L$.

Let the film voltage be $V>0$, measured from the point where the ionic current vanishes, and let the field have the uniform magnitude $E=V/L$. An ion of charge magnitude $q$ jumps a distance $2a$ over a barrier $W$ whose top lies halfway. The field lowers the barrier by $qaE$ for a forward jump and raises it by $qaE$ for a backward jump. With a constant density of mobile ions, the net current is

$$
i=i_0\left(e^{qaE/k_BT}-e^{-qaE/k_BT}\right)
=2i_0\sinh\!\left(\frac{\beta V}{L}\right),
\qquad \beta=\frac{qa}{k_BT}.
$$

The factor $e^{-W/k_BT}$, the attempt rate and the ion density are contained in $i_0$.

Now let the oxide dissolve chemically at a molar rate $J$ that depends on neither $L$ nor $V$. The outer surface then recedes at speed $v=V_mJ$. If all the ionic current forms oxide, $J_{\rm sol}=J$, and solving the balance for the growth rate gives

$$
\frac{dL}{dt}=\frac{V_m}{zF}\,2i_0\sinh\!\left(\frac{\beta V}{L}\right)-v .
$$

Setting the left side to zero and using $v=V_mJ$,

$$
2i_0\sinh\!\left(\frac{\beta V}{L_{ss}}\right)=zFJ
\quad\Longrightarrow\quad
L_{ss}=\frac{\beta V}{\operatorname{asinh}(zFJ/2i_0)} .
$$

The formation term falls continuously from infinity to zero as $L$ runs from zero to infinity. For $v>0$ it therefore equals $v$ at one thickness. A thinner film has a stronger field and grows; a thicker film has a weaker field and shrinks.

To find how fast a small deviation $\delta=L-L_{ss}$ disappears, differentiate the formation term. Since $d(\beta V/L)/dL=-\beta V/L^2$,

$$
\frac{d\delta}{dt}=-\frac{V_m}{zF}\,2i_0\cosh(u)\,\frac{\beta V}{L_{ss}^2}\,\delta,
\qquad u=\frac{\beta V}{L_{ss}} .
$$

The steady condition gives $(V_m/zF)\,2i_0=v/\sinh u$. Substituting,

$$
\frac{d\delta}{dt}=-\frac{v\,\beta V}{L_{ss}^2\tanh u}\,\delta
\quad\Longrightarrow\quad
\tau=\frac{L_{ss}^2\tanh u}{v\,\beta V}.
$$

There are two regimes. If $zFJ\gg 2i_0$, then $\operatorname{asinh}(zFJ/2i_0)\approx\ln(zFJ/i_0)$, and the thickness depends only logarithmically on the dissolution rate. If $zFJ\ll2i_0$, then $\operatorname{asinh}x\approx x$ and $L_{ss}\approx2i_0\beta V/(zFJ)$, which is inversely proportional to that rate. The steady current is $zFJ$ in both.

### Numbers for a thin film in acid

Take round model values: $z=3$, $V_m=15\ \mathrm{cm^3/mol}$, $J=2.5\times10^{-11}\ \mathrm{mol\,cm^{-2}s^{-1}}$, $i_0=1\ \mathrm{nA/cm^2}$ and $T=298.15$ K. Oxygen ions with $q=2e$ and $a=0.2$ nm carry the current, so $\beta=15.57$ nm/V. The film voltage is 1.5 V.

The steady current follows from dissolution alone:

$$
i_{ss}=3(96485\ \mathrm{C/mol})(2.5\times10^{-11}\ \mathrm{mol\,cm^{-2}s^{-1}})
=7.24\ \mathrm{\mu A/cm^2}.
$$

The argument of the inverse hyperbolic sine is $7236/2=3618$, with both currents in nA/cm², and $\operatorname{asinh}(3618)=8.887$. Hence

$$
L_{ss}=\frac{(15.57\ \mathrm{nm/V})(1.5\ \mathrm V)}{8.887}=2.63\ \mathrm{nm},
$$

with a field of 5.71 MV/cm. The dissolution speed is $v=0.00375$ nm/s, and the relaxation time is 79 s.

In one hour at constant thickness, 26 mC/cm² of ionic charge passes. The charge needed to make the oxide present at any moment is $zFL_{ss}/V_m=5.07$ mC/cm². The hourly charge is thus about five times the film's own content, and all of it is matched by metal entering the solution. With a rough metal molar volume of 7.1 cm³/mol, the metal recedes by 56 µm per year beneath a film whose thickness does not change.

If $J$ doubles at fixed $V$, the steady current doubles, but the thickness falls only from 2.63 to 2.44 nm. In this regime a nearly unchanged thickness says little about the current.

### A voltage step shows both parts of the current

Let the film first be steady at 1.2 V, where $L_{ss}=2.10$ nm, and then raise the film voltage to 1.5 V with $J$ held fixed. The thickness cannot jump, so the field does. The stronger field raises the current from 7.24 to 66.7 µA/cm², so formation exceeds dissolution and the film thickens.

| Time after step | Thickness (nm) | Current (µA/cm²) |
|---:|---:|---:|
| 0 s | 2.10 | 66.7 |
| 10 s | 2.28 | 28.3 |
| 100 s | 2.56 | 9.10 |
| 600 s | 2.63 | 7.24 |

The film ends thicker, yet the current returns to its old value. In this model $L_{ss}$ is proportional to $V$, so the steady field is unchanged, and dissolution demands the same current as before.

The part of the current that thickens the film can be separated. From the balance, $i-i_{ss}=(zF/V_m)\,dL/dt$, so

$$
\int_0^\infty(i-i_{ss})\,dt=\frac{zF}{V_m}\int_{L_1}^{L_2}dL
=\frac{zF(L_2-L_1)}{V_m}.
$$

For the growth of 0.526 nm, the right side is 1014 µC/cm². Integrating the computed current transient over 4000 s also gives 1014 µC/cm². In this model the excess charge is stored as added oxide, and the steady part replaces what dissolves. This relies on $J$ staying fixed. On a real film the potential drop at the oxide/solution interface can shift with the current and raise the dissolution rate during the transient; the excess charge then overstates the added oxide.

### What happens if one process is removed

**No dissolution.** With $J=0$ and $V$ held positive, $dL/dt$ is positive at every finite thickness. The growth is also unbounded in this model. Since $\sinh x\ge x$ for $x\ge0$,

$$
\frac{dL}{dt}\ge\frac{2i_0V_m\beta V}{zF\,L}.
$$

Multiplying by $2L$ and integrating from $L_0$ at $t=0$,

$$
L^2\ge L_0^2+\frac{4i_0V_m\beta V}{zF}\,t .
$$

Starting from the 2.63 nm film at 1.5 V, the thickness would be 4.12 nm after an hour and 6.86 nm after a day. The current would then be 30 nA/cm² and still falling. Such a film can look constant over a short observation, and its ionic current really is small. That is slow growth, not a steady state.

**No ionic current.** If ion transport stopped while dissolution continued at the same rate, $dL/dt=-v$. The 2.63 nm film would vanish in $L_{ss}/v=701$ s, about 12 minutes. With dissolution present, zero ionic current is incompatible with constant thickness.

### Is the whole film being replaced?

That depends on which ion moves, and constant thickness cannot tell you. Let oxygen ions carry a fraction $s$ of the ionic current. Let a further fraction $f$ be metal ions ejected directly into the solution without forming oxide. The remaining fraction $1-s-f$ is metal ions that form oxide at the outer surface.

Only the fraction $1-f$ makes oxide, so steady thickness requires $(1-f)i=zFJ$, or

$$
i=\frac{zFJ}{1-f}.
$$

This agrees with the general balance: the solution receives $J$ from dissolution and $fi/(zF)$ from ejection, and $zFJ+fi=(1-f)i+fi=i$.

Oxide forms at the inner interface at speed $sV_mi/(zF)=sv/(1-f)$. The original material is pushed outward and lost at that speed, so it is replaced after

$$
t_{\rm renew}=\frac{L_{ss}(1-f)}{s\,v}.
$$

Here $L_{ss}$ is the thickness at the current $zFJ/(1-f)$, which replaces $zFJ$ in the thickness formula. For pure oxygen transport this is 701 s. For pure metal-ion transport $s=0$, and there is no such renewal: fresh oxide forms on the outside and is the first to dissolve, while the deep oxide stays.

I tested this with a count of random formation, ejection and dissolution events, using the same current law in every case and running for three times $L_{ss}/v$:

- With oxygen transport alone, the mean current was 7.22 µA/cm² and the original oxide was gone after 698 s.
- With metal-ion transport alone, the current was 7.25 µA/cm², but 99.3 % of the original film remained. The small loss is a fluctuation of the count and shrinks as the amount of oxide per event is made smaller.
- With $s=0.6$ and $f=0.2$, the current was 9.13 µA/cm², against $7.24/0.8=9.05$ from the formula, and renewal took 905 s, against 911 s from the formula with $L_{ss}=2.56$ nm.

The small differences from the formulas are within the scatter allowed for a finite number of events. The balance holds for averages; individual events do not cancel one by one.

### What this says about a real film

The values are in the rough regime of passive iron in dilute acid: a few nanometres of oxide, several MV/cm and several µA/cm². Passive films that dissolve much more slowly carry correspondingly smaller steady ionic currents.

The thickness formula is much less secure than the current balance. One reason is that real films can contain fixed space charge. For a rough density of $10^{20}$ elementary charges per cm³ and a relative permittivity of 12, the field would change by about 4 MV/cm across the film, which is not small beside the steady field of 5.71 MV/cm. If the field at the inner interface must keep its steady value and the field rises outward, the estimated thickness drops to about 2.1 nm, roughly a fifth below the uniform-field result, and the field at the outer surface reaches 8.8 MV/cm. At $10^{21}$ per cm³ the same estimate gives about 1.1 nm and an outer field above 20 MV/cm, so the uniform-field formula fails altogether. If the outer interface controls the current instead, the correction has the opposite sign: the field weakens inward from its steady value and reaches zero after only about 1.1 V, so this simple estimate gives no thickness at 1.5 V. The relation $i=zFJ_{\rm sol}$ is unaffected, since it never used the field.

The other corrections differ widely in size:

- **Hopping law.** For diffusion over a sawtooth barrier of 0.9 eV, the rise in current from weak field to the steady field is 0.875 of the sinh prediction. Through the logarithm, this lowers the thickness by about 1.5 %. The size depends on the barrier shape, because a sawtooth keeps the barrier top at mid-jump: a sinusoidal barrier of the same height gives a ratio of 0.62 and lowers the thickness by about 6 %.
- **Temperature.** Warming by 10 K, with that barrier and with $J$ held fixed, raises the thickness to 2.92 nm. Faster dissolution on warming would oppose this.
- **Breakdown.** The field just after the step is 7.14 MV/cm, about 0.7 of a rough breakdown scale of 10 MV/cm. This is for a uniform field; space charge narrows the margin further, and a larger step could invalidate the model.
- **Film charging.** Charging the film as a capacitor takes about 1.5 µC/cm², negligible beside the 1014 µC/cm² of added oxide.

### How to test the leakage explanation

Your meter reads the sum of ionic and electronic currents,

$$
i_{\rm ext}=i+i_{\rm el}.
$$

Leakage is therefore possible, but constant thickness is no evidence for it. A rough tunnelling estimate with the free-electron mass puts the leakage near 1 % of the ionic current for a barrier somewhere between 2 and 3 eV, provided the solution can supply the electrons. This estimate is extremely sensitive: lowering the barrier by a few tenths of an electronvolt can raise the leakage tenfold, and a smaller effective mass in the oxide can raise it by orders of magnitude. It therefore cannot rule leakage out for a real film.

The sum also works the other way. At open circuit $i_{\rm ext}=0$, but a cathodic electronic current, such as one that reduces dissolved oxygen, can balance a nonzero ionic current. Zero on the meter does not prove that the ions have stopped.

The useful measurement is the metal entering the solution. Once the thickness is steady, compare $zFJ_{\rm sol}$ with $i_{\rm ext}$. If they agree within the measurement error, there is no need for a net leakage current. If they differ, the difference measures $i_{\rm el}$, provided the dissolved valence is known and equals that in the oxide, and no metal is lost as detached particles or redeposited. The metal ions you already see in solution show that at least part of your steady current is ionic. The numerical output below gives the values for the example.

## Table of computed values

```
Temperature: 298.15 K
Metal charge number z: 3
Oxide volume per mole of metal: 15 cm3/mol
Metal molar volume (rough): 7.1 cm3/mol
Dissolution rate J: 2.5e-11 mol/(cm2 s)
Hopping prefactor i0: 1 nA/cm2
Hopping ion charge number: 2
Half jump length: 0.2 nm
Field coefficient beta: 15.57 nm/V
Film voltage before, after step: 1.2 V (before)
Film voltage after step: 1.5 V
Dissolution speed v: 0.00375 nm/s
Steady ionic current: 7.236 uA/cm2
Steady beta*V/L: 8.887
Steady field: 5.708 MV/cm
Steady thickness before step: 2.102 nm
Steady thickness after step: 2.628 nm
Relaxation time after step: 78.9 s
Current just after step: 66.74 uA/cm2
Thickness 10 s after step: 2.278 nm
Current 10 s after step: 28.31 uA/cm2
Thickness 100 s after step: 2.562 nm
Current 100 s after step: 9.097 uA/cm2
Thickness 600 s after step: 2.628 nm
Current 600 s after step: 7.239 uA/cm2
Charge above steady level: 1014 uC/cm2
Charge of added oxide: 1014 uC/cm2
Film loss time at zero ionic current: 700.7 s
Steady charge passed in 1 h: 2.605e+04 uC/cm2
Charge stored as oxide: 5071 uC/cm2
Metal recession: 56 um/year
No dissolution: thickness at 1 h: 4.117 nm
No dissolution: thickness at 1 day: 6.864 nm
No dissolution: current at 1 day: 30 nA/cm2
Thickness if J doubles: 2.438 nm
Anion event run: current: 7.22 uA/cm2
Anion event run: renewal time: 698 s
Cation event run: current: 7.25 uA/cm2
Cation event run: old film kept: 99.3 %
Mixed run (60% anion, 20% ejected): current: 9.13 uA/cm2
Mixed run: renewal time: 905 s
Hopping barrier: 0.9 eV
Sawtooth hopping / sinh law: 0.875
Relative permittivity (rough): 12
Fixed charge density (rough): 1e+20 cm-3
Field change from fixed charge: 3.96 MV/cm
Thickness with fixed charge, inner control: 2.06 nm
Barrier for 1% tunnelling current: 2.31 eV
Peak field after step: 7.14 MV/cm
Peak field / rough breakdown field: 0.714
Field pressure at peak: 27 MPa
Capacitive charge of step: 1.52 uC/cm2
Heating at peak current: 0.00083 K
Thickness at +10 K, same J: 2.92 nm
```
